# Novaco–McTague rotational epitaxy: two derivations of the small-misfit angle

## What a rigid layer cannot tell

Lay a triangular crystal monolayer on a triangular substrate of slightly different lattice constant and ask which way its axes point. If the layer is treated as rigid and infinite, its interaction with the substrate averages to the same value at every incommensurate angle, and no orientation is preferred. If the axes are instead assumed to align because alignment is symmetric, the answer can also be wrong: the aligned state is stationary, but it need not be a minimum. An error of under one degree in the layer is magnified in the moiré pattern, whose direction depends on the ratio of rotation to misfit.

The preference comes from elastic relaxation. Let $a_o$ and $a_s$ be the lattice constants of overlayer and substrate, $f=a_o/a_s-1$ the misfit, and $c_L,c_T$ the longitudinal and transverse sound speeds of the layer. For a weak substrate potential and small misfit,

$$|\theta|=|f|\sqrt{1-\frac{2c_T^2}{c_L^2}}\quad(c_L^2>2c_T^2),\qquad \theta=0\ \text{otherwise}. \tag{1}$$

For an unstressed triangular lattice with central nearest-neighbour forces this is $|f|/\sqrt3$.

## The common model

The overlayer has one rigid mass $M$ per cell, responds harmonically and is at zero temperature. Its mean density is fixed, so $f$ is given. The substrate is rigid. Its potential per overlayer cell is

$$U(\mathbf r)=\sum_{\mathbf g}V e^{i\mathbf g\cdot\mathbf r}=2V\sum_{j=1}^{3}\cos(\mathbf g_j\cdot\mathbf r), \tag{2}$$

where the first sum runs over the six shortest reciprocal vectors, $V$ is real, and $\mathbf g_1+\mathbf g_2+\mathbf g_3=0$.

Each $\mathbf g$ has a nearby overlayer reciprocal vector $\mathbf G$. Take $\mathbf g=g(1,0)$ and turn the layer by $\theta$:

$$\mathbf G=sg(\cos\theta,\sin\theta),\qquad s=\frac{a_s}{a_o}=\frac1{1+f},\qquad \mathbf q=\mathbf g-\mathbf G . \tag{3}$$

At an undistorted site $\mathbf R$, $e^{i\mathbf G\cdot\mathbf R}=1$, so $e^{i\mathbf g\cdot\mathbf R}=e^{i\mathbf q\cdot\mathbf R}$. The layer therefore sees a slow wave, the moiré modulation. Its average over an infinite layer vanishes when $\mathbf q$ is not an overlayer reciprocal vector. This is why the rigid energy does not select an angle.

## First derivation: response of the phonons

### The second-order energy

Let the sites move to $\mathbf R+\mathbf u(\mathbf R)$, with $\mathbf u(\mathbf R)=\sum_{\mathbf q}\mathbf u_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$. The force at the undisplaced site is

$$\mathbf F(\mathbf R)=-\nabla U=\sum_{\mathbf g}(-iV\mathbf g)e^{i\mathbf q\cdot\mathbf R},\qquad \mathbf F_{\mathbf q}=-iV\mathbf g. \tag{4}$$

To second order in $V$, the energy per cell is

$$E=\sum_{\mathbf q}\left[\tfrac12\mathbf u_{\mathbf q}^*\cdot\Phi(\mathbf q)\cdot\mathbf u_{\mathbf q}-\mathbf u_{\mathbf q}^*\cdot\mathbf F_{\mathbf q}\right], \tag{5}$$

where $\Phi$ is the force-constant matrix. The sum of the linear terms is real because $\mathbf q$ and $-\mathbf q$ occur together. Force balance gives $\mathbf u_{\mathbf q}=\Phi^{-1}\mathbf F_{\mathbf q}$. Substitution leaves half the linear term, and the two factors $\mp i$ multiply to $+1$:

$$E_2=-\tfrac12\sum_{\mathbf g}V^2\,\mathbf g\cdot\Phi^{-1}(\mathbf q)\cdot\mathbf g. \tag{6}$$

At long wavelength the sixfold symmetry of the layer makes its response isotropic:

$$\Phi=M\left[c_L^2\,\mathbf q\mathbf q+c_T^2(q^2\mathbf 1-\mathbf q\mathbf q)\right]. \tag{7}$$

Its eigenvalues are $Mc_L^2q^2$ along $\mathbf q$ and $Mc_T^2q^2$ across it. Inverting them separately and adding six equal terms gives

$$E_2=-\frac{3V^2}{M}\,\frac{(\mathbf g\cdot\mathbf q)^2/c_L^2+(\mathbf g\times\mathbf q)^2/c_T^2}{q^4}. \tag{8}$$

Rotation lengthens $\mathbf q$, which stiffens the response. It also turns part of the force across $\mathbf q$, where the layer yields by shear. The angle results from this competition.

### Minimization at finite misfit

Write $c=\cos\theta$, $\kappa=c_L^2/c_T^2$, $\eta=\kappa-1$ and $Q=q^2/g^2=1+s^2-2sc$. From (3),

$$(\mathbf g\cdot\mathbf q)^2=g^4(1-sc)^2,\qquad(\mathbf g\times\mathbf q)^2=g^4s^2(1-c^2),$$

and the two brackets without $g^4$ add up to $Q$. Hence $E_2=-(3V^2/Mc_L^2)F$ with

$$F=\frac{(1-sc)^2+\kappa s^2(1-c^2)}{Q^2}=\frac1Q+\frac{\eta s^2(1-c^2)}{Q^2}. \tag{9}$$

We need the maximum of $F$. Since $dQ/dc=-2s$,

$$\frac{dF}{dc}=\frac{2s}{Q^2}-\frac{2\eta s^2c}{Q^2}+\frac{4\eta s^3(1-c^2)}{Q^3}.$$

Multiplication by $Q^3/(2s)$ gives

$$\frac{Q^3}{2s}\frac{dF}{dc}=(1+s^2-2sc)(1-\eta sc)+2\eta s^2(1-c^2).$$

The product contains $+2\eta s^2c^2$, which cancels the last term in $c^2$. What remains is linear:

$$\frac{Q^3}{2s}\frac{dF}{dc}=1+s^2+2\eta s^2-sc\,[2+\eta(1+s^2)]. \tag{10}$$

For $\eta>0$ it is positive below its single zero $c_*$ and negative above. If $c_*<1$, the zero is the maximum of $F$; otherwise $F$ is largest at $c=1$, the aligned state. Subtracting $c_*$ from one,

$$1-c_*=\frac{2s+\eta s+\eta s^3-1-s^2-2\eta s^2}{s[2+\eta(1+s^2)]}
=\frac{(1-s)^2(\eta s-1)}{s[2+\eta(1+s^2)]}. \tag{11}$$

Within the isotropic form (7), the layer rotates when $\eta s>1$.

Now let $f\to0$. Then $1-c_*\simeq\theta^2/2$, $(1-s)^2\simeq f^2$, and $s\to1$ elsewhere:

$$\theta^2=2f^2\frac{\eta-1}{2+2\eta}=f^2\frac{\kappa-2}{\kappa}=f^2\left(1-\frac{2c_T^2}{c_L^2}\right). \tag{12}$$

This is (1). The two signs of $\theta$ are mirror images with equal energy.

A longer shell of substrate vectors has a proportionally longer $\mathbf q$, and $g$ cancels from (8). As long as its $\mathbf q$ is also small, it favours the same angle.

### The central-force lattice

Let nearest neighbours be joined by unstressed springs of constant $k$ and length $a$. A bond along the unit vector $\hat{\mathbf d}$ is stretched by $\hat{\mathbf d}\cdot[\mathbf u(\mathbf R+a\hat{\mathbf d})-\mathbf u(\mathbf R)]$. For a plane wave the squared phase difference is $|e^{ia\mathbf q\cdot\hat{\mathbf d}}-1|^2=2-2\cos(a\mathbf q\cdot\hat{\mathbf d})$. With three bonds per cell,

$$\Phi=2k\sum_{3}\left[1-\cos(a\mathbf q\cdot\hat{\mathbf d})\right]\hat{\mathbf d}\hat{\mathbf d}
\simeq ka^2\sum_3(\mathbf q\cdot\hat{\mathbf d})^2\hat{\mathbf d}\hat{\mathbf d}. \tag{13}$$

Let $\alpha$ be the angle between a bond and $\mathbf q$; the three values are $60^\circ$ apart. The longitudinal element contains $\cos^4\alpha=\frac38+\frac12\cos2\alpha+\frac18\cos4\alpha$. The transverse one contains $\cos^2\alpha\sin^2\alpha=\frac18-\frac18\cos4\alpha$, and the mixed one $\cos^3\alpha\sin\alpha=\frac14\sin2\alpha+\frac18\sin4\alpha$. All oscillating terms cancel over the three bonds. The sums are $9/8$, $3/8$ and $0$ for every direction of $\mathbf q$, so $\kappa=3$ and

$$|\theta|=|f|/\sqrt3. \tag{14}$$

The next order in $f$ follows from (11) with $\eta=2$, which gives $\theta^2\simeq(1-s)^2(2s-1)/[s(2+s^2)]$. Insert $s\simeq1-f$ and $(1-s)^2\simeq f^2(1-2f)$. The numerator is $f^2(1-2f)(1-2f)$ and the denominator $3(1-f)(1-\frac23f)$, so that

$$\theta^2\simeq\frac{f^2}{3}\left(1-\frac{7f}{3}\right),\qquad |\theta|\simeq\frac{|f|}{\sqrt3}\left(1-\frac{7f}{6}\right). \tag{15}$$

Direct minimization of (6) with the full spring matrix gives $\theta/f=0.5547,\,0.5649,\,0.5709,\,0.5741$ at $f=0.04,\,0.02,\,0.01,\,0.005$. The limit is $0.5774$. At $f=0.01$, (15) predicts $0.5706$. The second shell alone gives $0.5740$ at $f=0.005$.

Equation (6) was also tested without assuming linear response. Springs on an $18\times18$ periodic lattice were relaxed in the full cosine potential for three choices of $\mathbf q$, with $V=10^{-6}ka^2$. The largest difference from (6), relative to (6), was $2.2\times10^{-4}$.

## Second derivation: a strain wave seeks uniaxial stress

This route uses neither phonons nor an inverse matrix. It treats the layer as an unstressed elastic sheet with Lamé constants $\lambda$ and $\mu$ and cell area $A$, where $\mu>0$ and $\lambda+\mu>0$ for stability. It asks which strain the substrate can produce most cheaply.

### Coupling and strain

Take one wave for each of the three cosines in (2), $\mathbf u=\sum_j\mathbf w_j\sin(\mathbf q_j\cdot\mathbf r)$. To first order in $\mathbf u$, the potential changes by $-2V\sum_j(\mathbf g_j\cdot\mathbf u)\sin(\mathbf q_j\cdot\mathbf r)$. The average of $\sin^2$ is $1/2$, and different waves do not mix on average. Each wave therefore contributes a coupling energy

$$E_c=-V\,\mathbf g\cdot\mathbf w=-Vg\,w_1 , \tag{16}$$

with axis 1 along $\mathbf g$. Only the component of the displacement along $\mathbf g$ earns energy.

For small misfit and angle, (3) gives $\mathbf q=(q_1,q_2)\simeq g(f,-\theta)$. The strains are $\cos(\mathbf q\cdot\mathbf r)$ times

$$e_{11}=q_1w_1,\qquad e_{22}=q_2w_2,\qquad e_{12}=\tfrac12(q_1w_2+q_2w_1). \tag{17}$$

Since $q_1=gf$ is set by the misfit, fixing $w_1$ fixes both the coupling energy and $e_{11}$. The angle and the sideways displacement $w_2$ are then free to lower the elastic energy.

### The cheapest strain

The elastic energy density, before averaging $\cos^2$, is

$$W=\tfrac12\lambda(e_{11}+e_{22})^2+\mu(e_{11}^2+e_{22}^2+2e_{12}^2).$$

Collect the terms in $e_{22}$ and complete the square:

$$W=\tfrac12(\lambda+2\mu)(e_{22}+\nu e_{11})^2+2\mu e_{12}^2+\tfrac12Y e_{11}^2, \tag{18}$$

$$\nu=\frac{\lambda}{\lambda+2\mu},\qquad Y=(\lambda+2\mu)(1-\nu^2).$$

For given $e_{11}$, the lowest energy requires $e_{12}=0$ and $e_{22}=-\nu e_{11}$. This is the strain of a sheet pulled along axis 1 with free sides: $\nu$ is its two-dimensional Poisson ratio and $Y$ its Young modulus.

Can the wave reach this state? The first condition gives $w_2=-q_2w_1/q_1$. Inserting that in the second,

$$-\frac{q_2^2}{q_1}w_1=-\nu q_1w_1\quad\Longrightarrow\quad \frac{q_2^2}{q_1^2}=\nu . \tag{19}$$

For $\nu\ge0$ it can, and

$$|\theta|=|f|\sqrt{\nu}. \tag{20}$$

An aligned wave has $q_2=0$ and hence no lateral strain $e_{22}$. It is held at fixed width. By rotating, the layer gives the wave enough lateral variation to contract sideways where it is stretched.

If $\lambda\le0$, compare $W$ with its aligned value at $e_{22}=e_{12}=0$:

$$\Delta W=\tfrac12(\lambda+2\mu)e_{22}^2+\lambda e_{11}e_{22}+2\mu e_{12}^2 .$$

When $e_{11}e_{22}\le0$, no term is negative. When $e_{11}e_{22}>0$, the inequality $(a+b)^2\ge4ab$ with $a=q_1w_2$ and $b=q_2w_1$ gives $e_{12}^2\ge e_{11}e_{22}$. Then $\Delta W\ge\frac12(\lambda+2\mu)e_{22}^2+(\lambda+2\mu)e_{11}e_{22}>0$. The aligned state has the lowest energy.

### Equality of the two results

Plane waves in the sheet have $Mc_L^2=A(\lambda+2\mu)$ and $Mc_T^2=A\mu$. Therefore

$$1-\frac{2c_T^2}{c_L^2}=1-\frac{2\mu}{\lambda+2\mu}=\frac{\lambda}{\lambda+2\mu}=\nu, \tag{21}$$

and (20) is (1). The condition $c_L^2>2c_T^2$ means $\lambda>0$. For the spring lattice $\lambda=\mu$ and $\nu=1/3$.

The energy gain also follows. The averaged elastic energy of one wave is $\frac14AYq_1^2w_1^2$. Minimizing it together with (16) gives $w_1=2Vg/(AYq_1^2)$ and an energy $-V^2g^2/(AYq_1^2)$. For three waves,

$$E_2=-\frac{3V^2}{AYf^2}. \tag{22}$$

In the aligned state $Y$ is replaced by $\lambda+2\mu$. Rotation thus multiplies the relaxation energy by $1/(1-\nu^2)$, a factor $9/8$ for the spring lattice. The angle is of first order in $\sqrt\nu$, while the fractional gain is only of order $\nu^2$.

## What each derivation assumes

Both derivations assume a weak potential, harmonic elasticity, fixed mean density, a rigid substrate and an infinite layer. They differ in the rest.

The response derivation needs $\Phi(\mathbf q)$. Equation (6) holds for any harmonic lattice with one mass per cell, including its dispersion. The form (7) adds long wavelength and yields the finite-misfit angle (11). If the layer is under isotropic stress, (7) still applies with the sound speeds of the stressed layer, but $\kappa=3$ need not hold.

The strain derivation assumes small misfit and an unstressed continuum from the start, and gives no correction in $f$. In return it identifies the optimum as uniaxial stress and explains why the Poisson ratio decides whether the layer rotates.

The shared assumption of weakness limits how small the misfit may be. The phase shift $\mathbf g\cdot\mathbf u$ has amplitude $2Vg^2/(AYq_1^2)=2V/(AYf^2)$ per wave, and this must be well below one. The potential must therefore go to zero before the misfit does. At fixed $V$ and vanishing $f$ the expansion fails.

A small positive $\nu$ sets a stricter limit. The second-order energy then varies with angle only by a fraction of order $\nu^2$, while the third-order energy, equation (23) below, adds a variation of order $\nu$ times the phase amplitude. For (1) to hold, the amplitude must therefore also be small compared with $\nu$. The same limit applies to $|\nu|$ when $\nu$ is zero or slightly negative. For $V>0$ the third-order energy then favours rotation and overcomes the weak preference for alignment once the amplitude exceeds roughly $8|\nu|/3$. At $f=0.002$, $\nu=-0.05$ and amplitude 0.2, the relaxed continuum layer turns to $\theta/f\simeq0.13$, where (1) gives zero. The misfit must be small compared with $|\nu|$ as well, since the condition $\eta s>1$ reads $2\nu/(1-\nu)>f$. At $f=3.125\%$ the linear angle is zero for $\nu=0.015$, and $\theta/f=0.12$ rather than $0.17$ for $\nu=0.03$.

## A WSe2 monolayer

Consider WSe2 on a layered crystal of slightly smaller lattice constant. The inputs are rough typical values: $a_o=0.33$ nm, $a_s=0.32$ nm, $C_{11}=\lambda+2\mu=120$ N/m, $C_{12}=\lambda=24$ N/m and $V=7$ meV. For $V>0$, (2) ranges from $6V$ to $-3V$, a span of 63 meV per cell.

The misfit is $0.33/0.32-1=3.125\%$, and $\nu=24/120=0.20$. Equation (20) gives

$$\theta=0.03125\sqrt{0.20}=0.0140\ \text{rad}=0.80^\circ .$$

The finite-misfit formula (11) gives $0.76^\circ$. The central-force value would be $1.03^\circ$, too large here because $\nu$ is below $1/3$. The moiré period is 9.7 nm.

With $A=0.0943$ nm$^2$, $Mc_L^2=AC_{11}=70.6$ eV. At zero angle $F=1/(1-s)^2$, so

$$E_2=-\frac{3(0.007)^2}{70.6\,(0.0303)^2}\ \text{eV}=-2.27\ \text{meV per cell}.$$

At the preferred angle it is $-2.35$ meV. The gain from rotation is 0.08 meV per cell, or 3.6% of the aligned relaxation energy; the small-misfit factor $1/(1-0.04)$ would give 4.2%.

### Beyond linear response

The linear phase amplitude is 0.22 rad, so corrections should be visible. Relaxing the continuum layer in the full cosine potential, with harmonic elasticity retained, gives:

| $\lvert V\rvert$ (meV) | angle, $V>0$ | angle, $V<0$ |
|---|---|---|
| 1 | 0.77° | 0.74° |
| 3 | 0.79° | 0.71° |
| 7 | 0.81° | 0.61° |

The initial split follows from the third-order energy. The second-order term of the potential is $-V\sum_j(\mathbf g_j\cdot\mathbf u)^2\cos\psi_j$, where $\psi_j=\mathbf q_j\cdot\mathbf r$ and $\psi_1+\psi_2+\psi_3=0$. For three different waves, $\langle\sin\psi_a\sin\psi_b\cos\psi_j\rangle=-1/4$; the other averages vanish. The vectors $\mathbf g_a$ and $\mathbf g_b$ lie $120^\circ$ on either side of $\mathbf g_j$, so

$$E_3=\frac V2\sum_j(\mathbf g_j\cdot\mathbf w_a)(\mathbf g_j\cdot\mathbf w_b)=\frac{3Vg^2}{8}(w_1^2-3w_2^2). \tag{23}$$

At the linear optimum $w_1$ is stationary in $\theta$, because $E_2\propto -Vw_1$. The slope of $E_3$ comes from $w_2^2$. With $t=\theta/f$, the linear response gives $w_2^2\propto t^2/(1+t^2)^4$, which increases with $t^2$ below $1/3$. Here $t^2\simeq0.20$, so positive $V$ favours a larger angle and negative $V$ a smaller one.

### The real interface

The lattice constants, stiffness and potential range are of ordinary size for nearly parallel layered dichalcogenides, but the result is a model estimate. The layer is kept flat, and a real $V$ makes $U(-\mathbf r)=U(\mathbf r)$, which does not hold for every stacking. Several other assumptions can be sized at these inputs:

- **Substrate compliance.** A substrate layer with the same elastic constants as the overlayer halves the effective stiffness. To leading order in the misfit, the linear angle is unchanged, while nonlinearity acts as if $V$ were doubled. Corrections of relative order $f$, a few hundredths of a degree here, are left out. In this approximation the angle for $V=+7$ meV happens to remain $0.81^\circ$. This is particular to the example: for $V=-7$ meV the same doubling lowers the angle from $0.61^\circ$ to about $0.29^\circ$.
- **Mean density.** If the layer may change its mean size, $E_2$ contracts it by about 0.09% to first order. This reduces the misfit by some 3% of its value and the angle by about $0.02^\circ$.
- **Temperature.** At 1000 K, harmonic vibrations between the moiré and Debye wavevectors reduce $V$ by 2 to 3%. A rough expansion difference of $2\times10^{-6}$ K$^{-1}$ changes the misfit by 0.14 percentage points from 300 K, and the angle by about $0.03^\circ$. The total rotational gain equals $k_BT$ for about 1100 cells, a flake 10 nm across.
- **Finite size.** This is the most serious limit. The average of $e^{i\mathbf q\cdot\mathbf r}$ over a disk of radius $R$ is $2J_1(x)/x$, with $x=qR$ and $J_1$ a Bessel function. Its envelope at large $x$ is $2\sqrt{2/\pi}\,x^{-3/2}$. Six components give a rigid energy up to $12V\sqrt{2/\pi}\,x^{-3/2}$ per cell, which equals the gain at $R\simeq120$ nm.

A real flake has edges, and in a circular one of radius below roughly 100 nm their energy can outweigh the rotational gain. It could then select a quite different angle. Near a radius of 200 nm it can still shift the angle by up to about $0.13^\circ$, and near 300 nm by about $0.08^\circ$. The shape matters too. In a triangular flake with edges along lattice rows, a common shape for WSe2, $\mathbf q$ at zero angle is normal to an edge, and the average falls only as the inverse of the size. With the inputs above, the aligned state can then still win at a side of about a micrometre. Using (1) to predict an orientation therefore requires a large flake free to turn, a known Poisson ratio, and a phase amplitude and a misfit that are both small compared with one and with the magnitude of that ratio, whatever its sign. The numerical output lists the inputs and most of the estimates.

## Calculated quantities

```
SPRING LATTICE (dimensionless)
cL^2/cT^2 = 3.00000
misfit 0.040: angle/misfit = 0.55472
misfit 0.020: angle/misfit = 0.56493
misfit 0.010: angle/misfit = 0.57087
misfit 0.005: angle/misfit = 0.57405
second shell, misfit 0.005: angle/misfit = 0.57399
1/sqrt(3) = 0.57735
largest relative error of E2, relaxed springs = 2.2e-04
WSe2 EXAMPLE, ROUGH INPUTS
overlayer, substrate constants = 0.33, 0.32 nm
C11, C12 = 120, 24 N/m; V = 7.0 meV
potential range 9V = 63.0 meV per cell
misfit f = 3.125 %; s = 0.96970
cell area = 0.09431 nm^2
M cL^2, M cT^2 = 70.64, 28.25 eV
cL^2/cT^2 = 2.500; 2D Poisson ratio = 0.200
small-misfit angle = 0.01398 rad
small-misfit angle = 0.801 deg
closed linear-response angle = 0.759 deg
Cauchy value f/sqrt(3) = 1.034 deg
moire period at closed angle = 9.70 nm
E2 at zero angle = -2.2663 meV per cell
E2 at closed angle = -2.3468 meV per cell
rotational gain = 0.0805 meV per cell
NEGLECTED EFFECTS
linear phase amplitude 2V g.Phi^-1.g = 0.224 rad
nonlinear angle, V = 0.02 meV: 0.759 deg
nonlinear angle, V = +1.0 meV: 0.771 deg
nonlinear angle, V = -1.0 meV: 0.744 deg
nonlinear angle, V = +3.0 meV: 0.791 deg
nonlinear angle, V = -3.0 meV: 0.709 deg
nonlinear angle, V = +7.0 meV: 0.813 deg
nonlinear angle, V = -7.0 meV: 0.609 deg
mesh 15 to 21 shift, V = +7 meV: -5.8e-13 deg
nonlinear energy, V = +7 meV: -2.2615 meV per cell
largest displacement, V = +7 meV: 0.0194 nm
angle with equally soft substrate layer, V = +7 meV: 0.811 deg
mean strain from E2 = -0.0889 %
temperature = 1000 K; kT = 86.17 meV
thermal factor on V = 0.9777
expansion difference = 2.0e-06 1/K
misfit change from 300 K = 0.140 %
cells for total gain equal to kT = 1071
side of that square flake = 10.1 nm
flake radius where edge energy equals gain = 118 nm
```
